# Error of the linear two-bias overlay estimator for a sinusoidal asymmetry

Two gratings of the same pitch \(P\) lie one above the other, in two layers of a wafer. Two such pads are printed. In one the upper grating is deliberately displaced by \(+d\), in the other by \(-d\). An unwanted displacement of the upper layer, the overlay \(OV\), is common to both, so the total shifts are \(OV+d\) and \(OV-d\). Suppose that \(OV=d\). The second pad is then perfectly aligned, and if its gratings are mirror-symmetric and lit at normal incidence, it sends equal intensities into the diffraction orders \(+1\) and \(-1\). Let \(A=I_{+1}-I_{-1}\) be the asymmetry, \(A_+\) its value in the first pad and \(A_-\) in the second. Here \(A_-=0\), and the estimate

\[
OV_{\rm lin}=d\,\frac{A_++A_-}{A_+-A_-}
\]

gives \(d\,A_+/A_+=d\), the true overlay, whatever curve relates asymmetry to shift, provided that \(A_+\neq0\). If instead \(OV=0\), the two pads are mirror images, \(A_-=-A_+\), and the estimate is zero, again correctly. The shape of the curve matters at other overlays.

The estimator comes from a straight line. If \(A=cx\) for a total shift \(x\), with an unknown constant \(c\neq0\), then \(A_++A_-=2c\,OV\) and \(A_+-A_-=2c\,d\). Their ratio is \(OV/d\), and \(c\) has dropped out. Two pads are needed because there are two unknowns, \(c\) and \(OV\).

A straight line cannot hold for all shifts, since moving a grating by a whole pitch changes nothing. For weak gratings the periodic curve can be found from the interference of two waves. Let \(B\) be the amplitude diffracted into a first order by the lower grating, and \(T\) that diffracted by the upper one at \(x=0\). At normal incidence on mirror-symmetric gratings, \(B\) and \(T\) are the same for both orders. A shift \(x\) multiplies the Fourier coefficient of order \(m\) of the upper grating by \(e^{-imqx}\), where \(q=2\pi/P\). Hence

\[
F_{\pm1}=B+T e^{\mp iqx},\qquad
|F_{\pm1}|^2=|B|^2+|T|^2+2\,{\rm Re}\!\left(B^*T e^{\mp iqx}\right).
\]

The first two terms cancel in the difference of the orders. With \(e^{-iqx}-e^{iqx}=-2i\sin qx\) and \({\rm Re}(-iz)={\rm Im}\,z\),

\[
A(x)=2\,{\rm Re}\!\left[-2i\sin(qx)\,B^*T\right]
=K\sin qx,\qquad K=4\,{\rm Im}(B^*T).
\]

The strength \(K\) depends on the amplitudes of the two waves and on the phase between them, and so in general on wavelength and layer thickness. It may have either sign. If the waves are in phase or in antiphase, \(K=0\) and this signal carries no overlay information. I take \(K\neq0\) and equal in both pads.

Write \(\theta=q\,OV\) and \(\delta=q\,d\). The addition theorem gives

\[
A_\pm=K\sin(\theta\pm\delta)
=K(\sin\theta\cos\delta\pm\cos\theta\sin\delta).
\]

In the sum the second terms cancel, and in the difference the first terms cancel:

\[
A_++A_-=2K\sin\theta\cos\delta,\qquad
A_+-A_-=2K\cos\theta\sin\delta.
\]

Dividing and multiplying by \(d\) yields

\[
OV_{\rm lin}=d\,\frac{\tan(2\pi OV/P)}{\tan(2\pi d/P)}=dR,
\qquad R=\frac{\tan\theta}{\tan\delta}.
\]

The unknown strength has again cancelled, but the overlay has been replaced by a tangent. I take \(0<d<P/4\) and \(|OV|<P/4\), so that both angles stay inside the central branch of the tangent.

The error \(E=OV_{\rm lin}-OV\), relative to the true overlay, is

\[
\frac{E}{OV}=\frac{\tan\theta/\theta}{\tan\delta/\delta}-1
\qquad(OV\neq0).
\]

Its sign follows from the derivative

\[
\frac{d}{du}\frac{\tan u}{u}
=\frac{u\sec^2u-\tan u}{u^2}
=\frac{2u-\sin2u}{2u^2\cos^2u}>0,
\qquad 0<u<\frac{\pi}{2}.
\]

Thus \(\tan u/u\) rises with \(u\). The magnitude of the overlay is underestimated when \(0<|OV|<d\) and overestimated when \(d<|OV|<P/4\).

The limit \(|OV|\ll d\) shows where the underestimate comes from. Relative to a straight line of slope \(Kq\), the sum of the signals is reduced by the factor \(\cos\delta\approx1-\delta^2/2\), and the difference by \(\sin\delta/\delta\approx1-\delta^2/6\). The sum loses more, and the ratio is low by the fraction \(\delta^2/3\). In the opposite limit, \(d\ll|OV|\), the estimate tends to \(\tan\theta/q\), which is too large in magnitude. As \(|OV|\) approaches \(P/4\) the difference signal vanishes and the estimate diverges.

For small angles, start from

\[
\frac{\tan\theta}{\theta}=1+\frac{\theta^2}{3}+\frac{2\theta^4}{15}+\cdots .
\]

The reciprocal of the same series in \(\delta\) has the fourth-order coefficient \(1/9-2/15=-1/45\), so

\[
\frac{\delta}{\tan\delta}=1-\frac{\delta^2}{3}-\frac{\delta^4}{45}+\cdots .
\]

Multiplying the two series and subtracting one gives

\[
\frac{E}{OV}=\frac{\theta^2-\delta^2}{3}
+\frac{6\theta^4-5\theta^2\delta^2-\delta^4}{45}+\cdots .
\]

The quartic numerator factors as \((\theta^2-\delta^2)(6\theta^2+\delta^2)\). Therefore

\[
E=\frac{q^2}{3}\,OV\,(OV^2-d^2)
\left[1+\frac{6\theta^2+\delta^2}{15}+\cdots\right].
\]

The leading error is a cubic with zeros at \(0\) and \(\pm d\), as the opening cases require.

Take \(P=600\) nm, \(d=20\) nm and \(OV=5\) nm. Then \(\theta=0.05236\) and \(\delta=0.20944\), in radians. The signals are \(A_+/K=0.258819\) and \(A_-/K=-0.156434\), and

\[
OV_{\rm lin}=20\ {\rm nm}\times
\frac{0.258819-0.156434}{0.258819+0.156434}
=20\ {\rm nm}\times0.24656=4.931\ {\rm nm}.
\]

The error is \(-0.0688\) nm, or \(-68.8\) pm, which is \(-1.38\%\) of the true overlay. The leading cubic gives \(-0.0685\) nm. Other overlays at the same pitch and bias give, in nm:

| \(OV\) | \(OV_{\rm lin}\) | \(E\) | leading cubic |
|---:|---:|---:|---:|
| 1 | 0.9854 | −0.0146 | −0.0146 |
| 10 | 9.8895 | −0.1105 | −0.1097 |
| 15 | 14.9028 | −0.0972 | −0.0960 |
| 20 | 20.0000 | 0.0000 | 0.0000 |
| 30 | 30.5725 | 0.5725 | 0.5483 |

Between zero and \(d\) the error has one extremum. Since \(E=(\delta\tan\theta/\tan\delta-\theta)/q\), setting its derivative with respect to \(\theta\) to zero gives

\[
\frac{\delta}{\tan\delta}\sec^2\theta_*=1,
\qquad
\tan\theta_*=\sqrt{\frac{\tan\delta}{\delta}-1}.
\]

The second form uses \(\sec^2\theta_*=1+\tan^2\theta_*\). For a small bias, \(\tan\delta/\delta-1\approx\delta^2/3\), so \(OV_*\approx d/\sqrt3\). Putting this into the leading cubic,

\[
E_*\approx\frac{q^2}{3}\,\frac{d}{\sqrt3}\left(\frac{d^2}{3}-d^2\right)
=-\frac{2q^2d^3}{9\sqrt3}.
\]

For the example this is \(-0.1126\) nm. The full expressions give \(-0.1136\) nm at \(OV_*=11.59\) nm. At fixed pitch the worst error inside the bias range grows as \(d^3\) for small \(d\). Outside that range it is not bounded by this value, as the last row of the table shows.

The systematic error can be removed without another measurement. The ratio of sum to difference is \(R=\tan\theta/\tan\delta\), and \(\delta\) is known, so

\[
OV=\frac1q\arctan\!\left(
\tan\delta\,\frac{A_++A_-}{A_+-A_-}\right).
\]

Under the sine law this returns 5 nm in the example. It needs \(|OV|<P/4\), here 150 nm. Under the same law, an overlay larger by \(P/2\) reverses both asymmetries and leaves their ratio unchanged. Because the sign of \(K\) is unknown, these two pads alone cannot tell the two cases apart.

Random error sets the scale against which this correction should be judged. Let each asymmetry have independent noise of standard deviation \(\sigma\), small enough for linear propagation. The sum \(S\) and the difference \(D\) each have variance \(2\sigma^2\), and their covariance is \(\sigma^2-\sigma^2=0\). From \(R=S/D\) follows \(dR=(dS-R\,dD)/D\), where \(dR\), \(dS\) and \(dD\) are small changes. Hence

\[
\sigma_{\rm lin}
=d\,\frac{\sqrt{2}\,\sigma\sqrt{1+R^2}}{|D|}
=\frac{d\,\sigma\sqrt{1+R^2}}
{\sqrt2\,|K\cos\theta\sin\delta|}.
\]

For \(\sigma/|K|=0.1\%\) the example has \(\sigma_{\rm lin}=0.070\) nm, about the size of its systematic error. Averaging repeated measurements reduces the random part but leaves the systematic part.

The arctangent changes the noise slightly. Writing its result as \(q^{-1}\arctan(OV_{\rm lin}\tan\delta/d)\) and differentiating gives

\[
\frac{d\,OV}{d\,OV_{\rm lin}}
=\frac{\tan\delta}{\delta}\,\frac1{1+\tan^2\theta}
=\frac{\tan\delta\cos^2\theta}{\delta}.
\]

This is 1.012 here, so removing the systematic error costs a 1.2% increase in noise.

The choice of bias affects the two errors differently. With \(P\), \(OV=5\) nm and \(\sigma/|K|\) held fixed, biases of 5, 10, 20 and 40 nm give a linear-estimator noise of 0.096, 0.076, 0.070 and 0.070 nm. The worst systematic errors inside the respective bias ranges are 0.002, 0.014, 0.114 and 0.933 nm in magnitude. A small bias makes \(R\) large and amplifies noise in the difference signal. Going from 20 to 40 nm gains almost nothing in noise, while the systematic error grows about eightfold.

For the arctangent the best bias can be found. Multiplying \(\sigma_{\rm lin}\) by the factor above and squaring,

\[
\sigma_{\rm arc}^2=\frac{\sigma^2}{2K^2q^2}
\left(\frac{\cos^2\theta}{\cos^2\delta}
+\frac{\sin^2\theta}{\sin^2\delta}\right).
\]

Let \(c=\cos^2\delta\), so that \(\sin^2\delta=1-c\). For \(\theta\neq0\) the bracket is convex in \(c\), and its derivative vanishes when \(\cos^2\theta/c^2=\sin^2\theta/(1-c)^2\). Taking the positive root gives \(\tan^2\delta=|\tan\theta|\). In the example \(\tan^2\delta=0.0452\) and \(\tan\theta=0.0524\), so the 20 nm bias lies close to this optimum. The rule assumes the sine law, equal independent noise in the two pads, and a known size of overlay to design for.

Neither estimator removes a signal that is present without any shift. Such a signal can arise when processing makes the profile of the lower grating lopsided. In the simplest description it adds the same \(A_0\) to both asymmetries. The difference is unchanged and the sum grows by \(2A_0\), so the linear estimate moves by

\[
\Delta_0=\frac{dA_0}{K\cos\theta\sin\delta}.
\]

For \(A_0/K=0.1\%\) this is \(+0.096\) nm.

Unequal strengths \(K(1\pm\varepsilon/2)\) in the two pads also matter. They change the sum from \(S\) to \(S+\varepsilon D/2\) and the difference from \(D\) to \(D+\varepsilon S/2\). Dividing both by \(D\),

\[
R'=\frac{R+\varepsilon/2}{1+\varepsilon R/2}.
\]

With \(\varepsilon=1\%\) the shift is \(+0.094\) nm. Since \(R'-R=(\varepsilon/2)(1-R^2)/(1+\varepsilon R/2)\), this shift vanishes at \(|OV|=d\) and has the opposite sign beyond it. Reversing the sign of \(A_0/K\) or of \(\varepsilon\) reverses the direction of the respective shift. Either effect can therefore hide the tangent error or add to it.

Stronger gratings diffract the light more than once, which adds overtones to the sine. At normal incidence, mirror symmetry still makes \(A(x)\) odd, because reflection exchanges the two orders and reverses the shift. The estimator therefore remains correct at \(OV=0\) and \(\pm d\), provided that \(A(d)\) and \(A(2d)\) are nonzero. Add a weak term \(\rho K\sin2qx\). The sum is multiplied by \(1+a\) and the difference by \(1+b\), where

\[
a=\rho\frac{\sin2\theta\cos2\delta}{\sin\theta\cos\delta}
=2\rho\frac{\cos\theta\cos2\delta}{\cos\delta},
\qquad
b=\rho\frac{\cos2\theta\sin2\delta}{\cos\theta\sin\delta}
=2\rho\frac{\cos2\theta\cos\delta}{\cos\theta}.
\]

To first order in \(\rho\) the estimate changes by the fraction \(a-b\). Over the common denominator \(\cos\theta\cos\delta\), the numerator is \(2\rho\) times \(\cos^2\theta(2\cos^2\delta-1)-\cos^2\delta(2\cos^2\theta-1)\). The products cancel, leaving

\[
\frac{\Delta OV_{\rm lin}}{OV_{\rm lin}}
\approx2\rho\,\frac{\cos^2\delta-\cos^2\theta}{\cos\theta\cos\delta}.
\]

A scalar diffraction calculation gives one example of \(\rho\). Light of wavelength 550 nm passes at normal incidence through a thin upper grating, crosses a 200 nm spacer of index 1.46, reflects from the lower grating and returns through the upper one. The upper lines fill half the pitch and add a phase of 0.5 rad. The lower lines fill 0.4 of it, with amplitude reflectivity 0.6 against 0.3 between them. Orders from \(-7\) to \(7\) are kept, including evanescent ones. Fourier analysis of the computed \(A(x)\) gives a second harmonic of 3.8% and a third of 0.14%, relative to the fundamental.

The linear estimate at \(OV=5\) nm becomes 4.915 nm, a change of \(-0.017\) nm from the pure-sine value. The first-order formula, which omits the higher overtones and terms in \(\rho^2\), gives \(-0.015\) nm. The arctangent then misses the true overlay by \(-0.017\) nm, since it corrects for a sine and not for overtones. The calculation leaves out polarization, grating thickness, direct reflection from the upper grating and repeated reflections, and with the pitch close to the wavelength a thin scalar screen is only a rough picture. Its value of \(\rho\) belongs to the model, not to a physical target. When Maxwell's equations are solved for a comparable stack (upper lines of index 1.6 and height 73 nm, a deep lower grating with indices near 5.8 and 2.7), \(\rho\) is about \(+15\%\) with the electric field along the lines and \(-5\%\) with the magnetic field along them. The arctangent then misses by about \(-0.06\) and \(+0.04\) nm. With a 150 nm spacer \(K\) is small, \(|\rho|\) exceeds 25%, and the miss reaches 0.24 nm in the second polarization. Overtones can thus have either sign and can be as large as the tangent error or larger, above all near a zero of \(K\).

A pitch of several hundred nanometres and a bias of some tens of nanometres or less are roughly typical of overlay targets read by diffraction, and the example lies in that range. Overlay tolerances in advanced chip layers are roughly a few nanometres, so an error of 0.07 nm is small but not negligible when many contributions share the tolerance. Real targets can break the assumptions of symmetric gratings and equal strengths. The levels of 0.1% and 1% used above are illustrative, and each moves the result by about 0.1 nm. Because the offset error is proportional to \(A_0/K\), an offset of 1% would move it by about 1 nm. In that case the asymmetry of the grating would matter far more than the choice between a straight line and an arctangent.
